\section*{The Feynman-Hibbs effective potential and its free-energy bound, part 2}

A quantum particle of mass $m$ moves on a line in a potential $V$ that is continuous, bounded below and confining, at inverse temperature $\beta$. How well does a classical formula with a smeared potential give its free energy? Units are general, with $\hbar$ written out. With $H=T+V$ and $T=p^2/2m$, the partition function is $Z=\mathrm{Tr}\,e^{-\beta H}$. The classical one is $Z_{\rm cl}=\Lambda^{-1}\int dx\,e^{-\beta V(x)}$, where $\Lambda=\sqrt{2\pi\beta\hbar^2/m}$. Replacing $V$ in it by the Feynman-Hibbs potential $V_{\rm FH}$, the Gaussian average of $V$ with variance $\sigma^2=\beta\hbar^2/12m$, gives $Z_{\rm FH}$. Each free energy $F$ is $-\beta^{-1}\ln$ of the partition function with the same subscript. If $V_{\rm FH}$ is finite,
\begin{equation}
F_{\rm cl} \le F \le F_{\rm FH} .
\label{eq:claim}
\end{equation}

The proof cuts $\beta$ into $P$ slices $\epsilon=\beta/P$, each with operator $e^{-\epsilon V/2}e^{-\epsilon T}e^{-\epsilon V/2}$. The trace of their product is $Z_P$, which tends to $Z$ as $P\to\infty$. It describes a ring of $P$ beads at $X+y_j$, with centroid $X$ and $\sum_j y_j=0$:
\begin{equation}
Z_P = \frac{1}{\Lambda}\int dX\, \left\langle e^{A} \right\rangle, \qquad
A = -\frac{\beta}{P}\sum_j V(X+y_j) .
\label{eq:centroid}
\end{equation}
Here $\langle\cdots\rangle$ averages over independent Gaussian shape modes $q_k$ of zero mean and variance $1/(\kappa\lambda_k)$, with $\kappa=mP/\beta\hbar^2$ and $\lambda_k=4\sin^2(\pi k/P)$. The $y_j$ are combinations of the $q_k$ with orthonormal coefficients. Each $y_j$ has variance $\sigma_P^2=\sigma^2(1-1/P^2)$. A prime on a sum omits $k=0$, and $S_2=\sum_k'\lambda_k^{-2}=(P^2-1)(P^2+11)/720$.

Two convexity arguments give the bounds. Jensen's inequality, $\langle e^A\rangle\ge e^{\langle A\rangle}$, gives for each $P$
\begin{equation}
Z_P \ge \frac{1}{\Lambda}\int dX\, e^{-\beta V_{\sigma_P}(X)} ,
\label{eq:finite}
\end{equation}
where $V_{\sigma_P}$ is the Gaussian average of $V$ with variance $\sigma_P^2$. Convexity applied to the beads of a single ring gives $Z_P\le Z_{\rm cl}$.

We also need the expansion
\begin{equation}
\ln\frac{\sinh z}{z} = \frac{z^2}{6} + \left(\frac{1}{120}-\frac{1}{72}\right) z^4 + \cdots
= \frac{z^2}{6} - \frac{z^4}{180} + \cdots .
\label{eq:logsinh}
\end{equation}

\subsection{The truncated potential}

For a smooth potential and a narrow cloud, expand $V(x+y)$ in $y$. Odd powers average to zero, while $\langle y^2\rangle = \sigma^2$ and $\langle y^4\rangle = 3\sigma^4$. The fourth-order coefficient is $3\sigma^4/4! = \sigma^4/8$, so
\begin{equation}
V_{\rm FH} = V + \frac{\sigma^2}{2}V'' + \frac{\sigma^4}{8}V'''' + \cdots
= V + \frac{\beta\hbar^2}{24m}V'' + \frac{\beta^2\hbar^4}{1152m^2}V'''' + \cdots .
\label{eq:series}
\end{equation}
Stopping after $V''$ gives the truncated potential $V_2$, with free energy $F_2$. At a minimum with $V''>0$ the particle feels a raised floor, and at a maximum with $V''<0$ the barrier is lowered. The raised floor and the lowered barrier are the classical traces of zero-point motion and of tunnelling. At a flat minimum such as that of $x^4$, where $V''=0$, the truncated potential does not raise the floor at all. Jensen's inequality was proved for the full average, however, and says nothing about $V_2$.

\subsection{How large is the gap?}

Take $V$ smooth and expand in $\hbar$ at fixed $\beta$. Let $\delta = A - \langle A\rangle$. Then $\langle e^A\rangle = e^{\langle A\rangle}\langle e^\delta\rangle$, and since $\langle\delta\rangle=0$,
\begin{equation}
\langle e^\delta\rangle = 1 + \tfrac12\langle\delta^2\rangle + \cdots .
\end{equation}
The factor $e^{\langle A\rangle}$ alone produces $Z_{\rm FH}$ in the limit of many beads. To leading order, therefore, $Z/Z_{\rm FH}$ exceeds one by half the mean of $\langle\delta^2\rangle$ over $X$. Let $\langle\cdots\rangle_{\rm cl}$ denote an average with weight $e^{-\beta V}$, which is accurate enough here. Then
\begin{equation}
F_{\rm FH} - F = \frac{1}{\beta}\ln\frac{Z}{Z_{\rm FH}} \approx \frac{1}{2\beta}\left\langle \langle\delta^2\rangle\right\rangle_{\rm cl} .
\label{eq:gap1}
\end{equation}
Expanding the potential about the centroid,
\begin{equation}
\delta = -\frac{\beta}{P}\left[ V'(X)\sum_j y_j + \frac{V''(X)}{2}\sum_j (y_j^2 - \sigma_P^2) + \cdots \right] .
\end{equation}
The first sum is zero by the definition of the centroid. This is the advantage of holding the centroid fixed: the local slope $V'(X)$ drops out of $\delta$, and the leading error comes from the curvature. A constant force added to an anharmonic well can still change the error, because it moves the particle to places of different curvature.

In the second sum, orthonormality gives $\sum_j y_j^2 = \sum_k' q_k^2$. The square of a Gaussian variable of variance $v$ has variance $3v^2 - v^2 = 2v^2$. Independent modes add, so
\begin{equation}
\mathrm{Var}\left(\frac1P\sum_j y_j^2\right) = \frac{2}{P^2\kappa^2}\,S_2
= \frac{2\beta^2\hbar^4}{m^2P^4}\, \frac{(P^2-1)(P^2+11)}{720}
\;\longrightarrow\; \frac{\beta^2\hbar^4}{360\,m^2} .
\end{equation}
Multiplying by $\beta^2V''^2/4$ gives $\langle\delta^2\rangle \approx \beta^4\hbar^4V''^2/1440m^2$, and (\ref{eq:gap1}) becomes
\begin{equation}
F_{\rm FH} - F \approx \frac{\beta^3\hbar^4}{2880\,m^2}\left\langle V''^2\right\rangle_{\rm cl} .
\label{eq:gap}
\end{equation}
The omitted terms begin at $\hbar^6$: the product of a quadratic and a cubic term in $y$ is odd and averages to zero, and the next products contain six factors of $y$. The Feynman-Hibbs free energy thus contains the whole correction of order $\hbar^2$, and its first error is of order $\hbar^4$.

The truncation has an error of the same order. By (\ref{eq:series}) it drops a term with mean $\beta^2\hbar^4\langle V''''\rangle_{\rm cl}/1152m^2$. Subtracting this from (\ref{eq:gap}),
\begin{equation}
F_2 - F \approx \frac{\beta^2\hbar^4}{2880\,m^2}\left[ \beta\langle V''^2\rangle_{\rm cl} - \frac52\langle V''''\rangle_{\rm cl} \right] .
\label{eq:trunc}
\end{equation}
The bracket may have either sign. For the harmonic well $\tfrac12 m\omega^2x^2$ it is $\beta m^2\omega^4$, positive and growing with $\beta$. For the quartic well $ax^4$ treated below it is the negative constant $36a-60a=-24a$. At a temperature where it is negative, $F_2$ lies below the true free energy, provided the quantum correction is small enough for the $\hbar^4$ term to dominate the difference.

\subsection{The harmonic oscillator and the number 1/12}

For $V = \tfrac12 m\omega^2x^2$ the average adds a constant, $V_{\rm FH} = V + \tfrac12 m\omega^2\sigma^2$. Let $u = \beta\hbar\omega$. The constant multiplied by $\beta$ is $\beta^2\hbar^2\omega^2/24 = u^2/24$. The classical integral is
\begin{equation}
Z_{\rm cl} = \sqrt{\frac{m}{2\pi\beta\hbar^2}}\sqrt{\frac{2\pi}{\beta m\omega^2}} = \frac1u ,
\end{equation}
so $\beta F_{\rm FH} = \ln u + u^2/24$. The levels $\hbar\omega(n+\tfrac12)$ form a geometric series with sum $Z = 1/[2\sinh(u/2)]$. From the expansion of $\ln(\sinh z/z)$ at $z=u/2$,
\begin{equation}
\beta F = \ln\left(2\sinh\frac u2\right) = \ln u + \frac{u^2}{24} - \frac{u^4}{2880} + \cdots .
\label{eq:harm}
\end{equation}
The difference $u^4/2880$ agrees with (\ref{eq:gap}), since $V''=m\omega^2$.

Could a smaller cloud give a tighter bound for all potentials? Replace $\sigma^2$ by $c\sigma^2$ with $c<1$. The harmonic result becomes $\ln u + cu^2/24$, which lies below (\ref{eq:harm}) once $u$ is small enough. The coefficient $1/12$ is therefore the smallest that bounds the free energy for every potential and temperature. For example, at $u=2$ the true value is $\beta F = 0.8546$. The full variance gives $0.6931+0.1667=0.8598$, which is above it. With $c=0.9$ one finds $0.6931+0.1500=0.8431$, which is below.

At low temperature the true free energy tends to $\hbar\omega/2$, while $F_{\rm FH}$ grows as $\beta\hbar^2\omega^2/24$. The bound still holds but says little. The reason lies in the reference motion: a free ring spreads without limit as $\beta$ grows, while a bound particle stays near its minimum.

\subsection{A quartic oscillator}

Take $V = ax^4$, a potential with no harmonic part. The length $\ell = (\hbar^2/ma)^{1/6}$ makes $\hbar^2/m\ell^2$ equal to $a\ell^4$. We measure length in units of $\ell$, energy in units of $a\ell^4$, and $\beta$ in the inverse energy unit. Then $\hbar=m=a=1$ and $\sigma^2=\beta/12$. The series (\ref{eq:series}) ends after the fourth derivative:
\begin{equation}
V_{\rm FH} = x^4 + 6\sigma^2x^2 + 3\sigma^4 = x^4 + \frac{\beta}{2}x^2 + \frac{\beta^2}{48} .
\end{equation}
At $\beta=1$ this is $x^4 + 0.5\,x^2 + 0.0208$. The quadratic term makes the flat bottom of the well stiffer.

The true free energy needs a numerical method. The Hamiltonian was diagonalized in a basis of sinc functions on a grid of spacing $0.05$ from $-7$ to $7$, and the Boltzmann factors of the levels were summed. The other free energies are one-dimensional integrals, done as sums on the same grid. The results are as follows.

\begin{center}
\begin{tabular}{rrrrr}
$\beta$ & $F_{\rm cl}$ & $F$ & $F_{\rm FH}$ & $F_2$ \\
\hline
0.25 & $-2.8626$ & $-2.7786$ & $-2.7779$ & $-2.7792$ \\
0.5 & $-0.3916$ & $-0.2739$ & $-0.2710$ & $-0.2762$ \\
1 & $0.3241$ & $0.4880$ & $0.4984$ & $0.4776$ \\
2 & $0.4220$ & $0.6522$ & $0.6912$ & $0.6079$ \\
4 & $0.3409$ & $0.6677$ & $0.8629$ & $0.5295$ \\
8 & $0.2355$ & $0.6680$ & $1.7239$ & $0.3906$
\end{tabular}
\end{center}

In every row $F$ lies between $F_{\rm cl}$ and $F_{\rm FH}$. A fair measure of the error is its size relative to the quantum correction $F-F_{\rm cl}$. At $\beta=1$ the correction is $0.4880-0.3241=0.1639$ and the error of $F_{\rm FH}$ is $0.4984-0.4880=0.0104$, about 6\% of it. At $\beta=0.25$ the error is about 1\% of the correction. At $\beta=4$ it is about 60\%, and at $\beta=8$ the error is more than twice the correction. There $F$ has reached the ground-state energy $0.6680$ to the digits shown, while the constant $\beta^2/48$ alone contributes $1.3333$ to $F_{\rm FH}$.

The estimate (\ref{eq:gap}) can be worked out by hand. Integrating by parts, $\int dx\,e^{-\beta x^4} = 4\beta\int dx\,x^4e^{-\beta x^4}$, so $\langle x^4\rangle_{\rm cl} = 1/4\beta$. With $V''=12x^2$,
\begin{equation}
\langle V''^2\rangle_{\rm cl} = \frac{144}{4\beta} = \frac{36}{\beta}, \qquad
F_{\rm FH}-F \approx \frac{\beta^3}{2880}\,\frac{36}{\beta} = \frac{\beta^2}{80} .
\end{equation}
At $\beta=0.1$ this gives $1.250\times10^{-4}$, against a computed gap of $1.240\times10^{-4}$. At $\beta=0.05$ it gives $3.125\times10^{-5}$, against $3.116\times10^{-5}$. The computed gap falls short of the estimate by $0.8\%$ of the estimate at $\beta=0.1$ and by $0.3\%$ at $\beta=0.05$. A decrease of this kind is expected. The classical width obeys $x^2\sim\beta^{-1/2}$, so the expansion parameter is $\sigma^2/x^2\sim\beta^{3/2}$, which falls by a factor $2.8$ when $\beta$ is halved.

\subsection{What the truncation loses}

For the quartic well, $V_2$ differs from $V_{\rm FH}$ by the constant $\beta^2/48$, so $F_2 = F_{\rm FH}-\beta^2/48$ at every temperature. At high temperature
\begin{equation}
F_2 - F \approx \frac{\beta^2}{80}-\frac{\beta^2}{48} = -\frac{\beta^2}{120} ,
\end{equation}
which is negative. In the table $F_2$ lies below $F$ in all six rows, so here the truncated potential fails to give an upper bound throughout the range shown.

At low temperature the failure has a simple cause. The term $\tfrac12\beta x^2$ confines $x$ so strongly that $x^4$ hardly matters. Without $x^4$ the integral is Gaussian, and
\begin{equation}
F_2 \approx -\frac1\beta\ln\left[ \frac{1}{\sqrt{2\pi\beta}}\sqrt{\frac{2\pi}{\beta^2}} \right] = \frac{3\ln\beta}{2\beta} .
\end{equation}
At $\beta=8$ this is $0.390$, close to the $0.3906$ of the table. It tends to zero as $\beta\to\infty$, while $F$ tends to the positive ground-state energy.

\subsection{The inequality at a finite number of beads}

The proof gave a bound for each $P$, with variance $\sigma_P^2$. For the quartic well at $\beta=1$, the sliced free energy $F_P$ can be computed by multiplying the matrix of one slice, on the same grid, $P$ times and taking the trace. For $P=2$, $8$ and $64$ the results are $F_P = 0.4300$, $0.4835$ and $0.4879$. The corresponding bounds are $0.4536$, $0.4956$ and $0.4984$. Going from 32 to 64 beads reduces the distance of $F_P$ from $F$ by a factor $3.995$, as expected for an error of order $P^{-2}$.

The inequality can also be seen at one centroid. Take $P=3$, $\beta=1$ and $X=0$, where $\sigma_3^2 = \tfrac{1}{12}\cdot\tfrac89 = 0.07407$. The mean potential is $3\sigma_3^4=0.01646$, and the exponential of minus this number is $0.98367$. Averaging the exponential itself over the two shape modes, by Gauss-Hermite quadrature, gives $0.98429$. This is larger, as Jensen's inequality requires.

\subsection{A double well}

The potential $(x^2-2)^2$, in the same units, has minima at $x=\pm\sqrt2$ and a barrier of height $4$. Its Gaussian average is
\begin{equation}
V_{\rm FH} = x^4 + (6\sigma^2-4)x^2 + 4 - 4\sigma^2 + 3\sigma^4 .
\end{equation}
At $\beta=4$ we have $\sigma^2=1/3$, and this becomes $x^4-2x^2+3$. The minima have moved in to $x=\pm1$ and risen from $0$ to $2$. The top of the barrier has fallen from $4$ to $3$, so it stands $1$ above the minima. At $\sigma^2=2/3$, that is $\beta=8$, the barrier vanishes.

The free energies at $\beta=1$ are $F_{\rm cl}=0.626$, $F=1.102$ and $F_{\rm FH}=1.162$. At $\beta=4$ they are $0.517$, $1.671$ and $2.416$. The smeared potential has the right tendency, but at the lower temperature it overestimates the quantum correction by about $0.75$, which is about 65\% of that correction.

\subsection{Several particles and the limits of the result}

For distinguishable particles with masses $m_i$, each Cartesian coordinate has its own ring of beads and its own factor $1/\Lambda_i$. The rings are independent when the potential is absent, and both convexity arguments go through unchanged, provided the particles move in unbounded space and the total potential confines them all. Pair potentials alone do not confine, because the centre of mass is then free. In a periodic box of side $L$ the rings can also wind around the box. These windings add positive terms to $Z$, so the lower bound $F_{\rm cl}\le F$ can fail: for a free particle on a ring, $Z = (L/\Lambda)\sum_{n=-\infty}^{\infty} e^{-mn^2L^2/2\beta\hbar^2}$, which exceeds $Z_{\rm cl}=L/\Lambda$. The excess is exponentially small when $L\gg\Lambda$. Each coordinate of particle $i$ is smeared with variance $\beta\hbar^2/12m_i$. A pair potential depends on a difference of positions, for which independent variances add:
\begin{equation}
\frac{\beta\hbar^2}{12}\left(\frac1{m_i}+\frac1{m_j}\right) = \frac{\beta\hbar^2}{12\mu} ,
\end{equation}
with $\mu$ the reduced mass of the pair. Identical particles that exchange places need rings joined to one another, which this derivation does not contain.

A steep repulsive core can make the Gaussian average diverge. A core $r^{-12}$ in three dimensions does so, because $r^{-12}$ is not integrable at $r=0$, where the Gaussian has a non-zero density. Then $V_{\rm FH}=+\infty$ and the upper bound is true but empty. The truncated potential remains finite away from the core, but it carries no guarantee.

Finally, the bound concerns $F$ itself. The internal energy is $\partial(\beta F)/\partial\beta$, and an inequality between two functions does not order their derivatives. The same holds for the difference of two free energies: upper bounds on both do not bound the difference.
